# Planar dipole correction for an asymmetric periodic metal slab

## What fixes the form of the answer

A neutral slab has charge density $\rho(z)$, averaged over planes parallel to its surface, and no electric field outside. The potential $\phi$ is flat on each side, but the two flat values may differ. Electrostatics is linear, so the difference must have the form

$$\phi_R-\phi_L=\frac{1}{\epsilon_0}\int w(z)\,\rho(z)\,dz ,$$

where $w$ has the dimension of length. Moving the slab by any distance $a$ cannot change the difference. Hence $\int[w(z+a)-w(z)]\rho\,dz=0$ for every neutral $\rho$, which requires $w(z+a)-w(z)$ to be independent of $z$. A continuous $w$ with this property is linear, $w=cz+b$. Neutrality removes $b$, and $c$ is a pure number. With the dipole per area

$$m=\int z\,\rho(z)\,dz ,$$

the step is therefore $c\,m/\epsilon_0$. Poisson's equation gives $c=1$, as follows.

## The two boundary conditions compared

Let the cell run from $-L/2$ to $L/2$, with both ends in vacuum where $\rho$ is negligible. Multiply $\phi''=-\rho/\epsilon_0$ by $z$ and integrate by parts:

$$\big[z\phi'\big]_{-L/2}^{L/2}-\big[\phi\big]_{-L/2}^{L/2}=-\frac{m}{\epsilon_0}. \tag{1}$$

For the isolated slab $\phi'=0$ at both ends. The first bracket vanishes, and

$$\phi_R-\phi_L=\frac{m}{\epsilon_0}. \tag{2}$$

For the periodic solution $\phi_{\rm per}$, the values and the slopes agree at the two ends. The second bracket vanishes and the first equals $L\,\phi'_{\rm per}(L/2)$. Thus

$$\phi'_{\rm per}(\pm L/2)=-\frac{m}{\epsilon_0L},\qquad E=-\phi'_{\rm per}=+\frac{m}{\epsilon_0L}. \tag{3}$$

Periodicity has replaced the step by a uniform vacuum field $E$. The cure is to add the opposite slope inside the cell:

$$\phi(z)=\phi_{\rm per}(z)+\frac{m\,z}{\epsilon_0L},\qquad -L/2<z<L/2. \tag{4}$$

The added term has no second derivative in the cell, so Poisson's equation still holds there. The slope is now zero at the ends, and it stays zero throughout the charge-free vacuum. Two solutions with the same charge and the same end slopes differ by a constant, so (4) is the isolated-slab potential up to a constant. Repeated periodically, the added term is a sawtooth whose jump lies at the cell boundary.

An electron has charge $-e$, with $e>0$, and potential energy $-e\phi$. For $m>0$ its vacuum level is thus lower on the right. In equilibrium the slab has one Fermi level $\mu$, so the work functions $\Phi$ obey

$$\Phi_L-\Phi_R=e(\phi_R-\phi_L)=\frac{e\,m}{\epsilon_0}. \tag{5}$$

A slab with a mirror plane parallel to its faces has $m=0$ and needs no correction.

## Why the planar average is enough

In a three-dimensional crystal the potential also has components $\phi_G(z)e^{i\mathbf G\cdot\mathbf r}$ that vary along the surface. In vacuum they obey $\phi_G''-G^2\phi_G=0$, whose solution bounded away from the slab is proportional to $e^{-Gd}$ at distance $d$. For rows 0.35 nm apart, $G=2\pi/0.35\ \mathrm{nm}=17.95\ \mathrm{nm^{-1}}$. Over 0.996 nm, half the vacuum of the example below, the factor is $1.7\times10^{-8}$. The planar average alone sets the distant levels if the vacuum is wide compared with $1/G$. Large surface patches of different work function have small $G$ and need far more vacuum.

## Energy and forces

The electrostatic energy per area is $\frac12\int\rho\phi\,dz$. Inserting (4),

$$U=U_{\rm per}+\frac{m}{2\epsilon_0L}\int z\rho\,dz
=U_{\rm per}+\frac{m^2}{2\epsilon_0L}. \tag{6}$$

The electron number density $n$ contributes $-en$ to $\rho$. Varying the last term with respect to $n(z)$ gives $-e\,mz/(\epsilon_0L)$, which is the potential energy the correction gives an electron. The factor $\frac12$ in the energy and the full potential in the Hamiltonian are therefore consistent. An ion of charge $Ze$ feels the added force $-Ze\,m/(\epsilon_0L)$. In a three-dimensional code, (6) is multiplied by the surface area of the cell.

Two frozen sheets of opposite charge $\pm s$ per area check the factor. Each is a Gaussian of standard deviation $\sigma$, and their centres are $d\gg\sigma$ apart. The isolated potential is $-\int|z-z'|\rho(z')dz'/(2\epsilon_0)$. The mean distance between two charge elements is $2\sigma/\sqrt\pi$ within one sheet and $d$ between the sheets, so

$$U=\frac{s^2}{2\epsilon_0}\left(d-\frac{2\sigma}{\sqrt\pi}\right),\qquad
\frac{U_{\rm per}}{U}=1-\frac{d^2}{L\,(d-2\sigma/\sqrt\pi)} .$$

The second relation uses $m=sd$ in (6). For $d=0.847$ nm, $\sigma=0.106$ nm and $L=3.84$ nm it gives 0.743. The energy from the numerical periodic potential gives 0.7433, and adding $m^2/(2\epsilon_0L)$ brings the ratio to 1.00000000.

## The self-consistent loop

From here to the end of the stability section the equations use atomic units, with $\hbar=m_e=e=1$ and $\epsilon_0=1/4\pi$. In a jellium slab the ions are a fixed positive background $n_+(z)$. The electrons move freely along the surface, and their motion along $z$ obeys

$$-\tfrac12\psi_i''+V\psi_i=\varepsilon_i\psi_i .$$

At zero temperature subband $i$ is filled up to the in-plane wave number $k_i=\sqrt{2(\mu-\varepsilon_i)}$. With two spins, the number of electrons per area is

$$f_i=2\,\frac{\pi k_i^2}{(2\pi)^2}=\frac{\mu-\varepsilon_i}{\pi},\qquad
n(z)=\sum_{i\le M}f_i\,|\psi_i(z)|^2 . \tag{7}$$

If $N_e$ is the number of electrons per area and $M$ subbands are occupied, summing $f_i$ gives $\mu=(\pi N_e+\sum_{i\le M}\varepsilon_i)/M$. The right $M$ is the one for which $\varepsilon_M<\mu\le\varepsilon_{M+1}$.

```
place the cell boundary in vacuum
z[i] = (i + 1/2) h - L/2          # jump falls between points
choose a neutral starting density n
V = -phi(n) + Vxc(n)              # phi as in the loop below
repeat
    solve for the states in V; find mu and the new n
    rho = nplus - n
    m = h * sum(z * rho)
    phi_k = 4 pi rho_k / k^2 ;  phi_0 = 0
    phi = inverse FFT(phi_k) + 4 pi m z / L
    Vout = -phi + Vxc(n)
    if max|Vout - V| < tolerance: stop
    V = V + damping * (1 - K X)^(-1) (Vout - V)
read vacuum levels from -phi near both cell ends
work functions = vacuum levels - mu
```

The dipole has to be recomputed in every pass. In a code with explicit ions, their charges enter $m$ as well.

## Stability: the response matrix

The matrix $X$ is the first-order change of $n$ caused by a change $\delta V$ at fixed electron number. Write $V_{ij}=\int\psi_i\,\delta V\,\psi_j\,dz$ with real states. Perturbation theory gives $\delta\psi_i=\sum_{j\ne i}\psi_jV_{ji}/(\varepsilon_i-\varepsilon_j)$. Inserting this in $2\sum_if_i\psi_i\delta\psi_i$ and averaging the sum with its copy in which $i$ and $j$ are exchanged gives

$$\sum_{i\neq j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,\psi_i\psi_jV_{ij}.$$

By (7) the quotient is $-1/\pi$ when both states are occupied. The fillings change too, by $\delta f_i=(\delta\mu-V_{ii})/\pi$. The part with $V_{ii}$ supplies the missing terms $i=j$, again with coefficient $-1/\pi$. Conservation of charge, $\sum_{i\le M}\delta f_i=0$, gives $\delta\mu=\sum_{i\le M}V_{ii}/M$. With $S=\sum_{i\le M}\psi_i^2$,

$$X(z,z')=\sum_{i,j}\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}\,
\psi_i(z)\psi_j(z)\psi_i(z')\psi_j(z')+\frac{S(z)S(z')}{\pi M}, \tag{8}$$

where the quotient is read as $-1/\pi$ for every occupied pair, including $i=j$, and as zero for two empty states.

The Coulomb kernel $K$ turns a change of electron density into a change of electron potential energy. A change $\delta n$ alters the dipole by $-\int z'\delta n\,dz'$, and the electron feels minus the added potential. The two minus signs cancel:

$$K(z,z')=K_{\rm per}(z,z')+\frac{4\pi}{L}\,z\,z' . \tag{9}$$

If the wanted potential is $V+\delta$, linearizing the loop gives $V+\delta=V_{\rm out}+KX\delta$, hence $\delta=(1-KX)^{-1}(V_{\rm out}-V)$. The exchange-correlation response is left out of this estimate. That affects the speed of convergence but not the converged solution, for which $V_{\rm out}=V$.

Simple mixing, $V\to V+\alpha(V_{\rm out}-V)$, shows what the matrix cures. In a uniform metal with Thomas-Fermi screening wave number $k_s$, an error of wave number $q$ is multiplied by $1-\alpha(1+k_s^2/q^2)$ in each pass. The longest periodic wave has $q=2\pi/L$, so stability requires

$$\alpha<\frac{2}{1+k_s^2L^2/4\pi^2}.$$

The permitted $\alpha$ falls as $L^{-2}$ in a long cell filled with metal. For a slab this is only an estimate. For the bilayer below in a 4.48 nm cell, the denominator is 215 with the aluminium-like $k_s$ and 114 with the sodium-like one. The largest eigenvalue of $1-KX$ is 75 with the periodic kernel and 115 with the dipole term included.

The dipole term adds a feedback of its own. Let $\chi>0$ be the dipole per area that the electrons, without mutual screening, acquire per unit field. An excess $\delta m$ in the input adds the field $-4\pi\,\delta m/L$ and returns $-4\pi\chi\,\delta m/L$. Taken alone, this mode is multiplied by $1-\alpha(1+4\pi\chi/L)$, and it oscillates with growing amplitude if $\alpha$ is too large. The remedy is a smaller $\alpha$, or a preconditioner that contains the second term of (9).

## Cost

With $N$ grid points, the dipole and the sawtooth cost of order $N$ operations per pass, and the Fourier solution costs $N\log N$. In this one-dimensional model dense diagonalization costs $N^3$. Building (8) by dense products costs about $MN^3$, so it pays to reuse $X$ for several passes. In a three-dimensional code the correction itself remains a sum and an addition over the grid.

## Why the correction belongs inside the loop

Suppose an uncorrected loop has converged. The electrons have then responded to the field (3). In SI units, and to first order in the outside field $E$, write

$$m=m_0+\epsilon_0\,t\,E, \tag{10}$$

where $m_0$ is the dipole of the isolated slab. If the metal screens its interior, Gauss's law puts induced charges $\pm\epsilon_0E$ per area on the two faces. Their dipole is $\epsilon_0E$ times the distance between their centroids, so $t$ is that distance. Inserting (3) in (10) gives $m=m_0+mt/L$, and

$$m_{\rm per}=\frac{m_0}{1-t/L}. \tag{11}$$

A sawtooth built from $m_{\rm per}$ after the loop still produces flat levels, because (4) flattens the vacuum for any neutral $\rho$. The step, however, is too large by the factor $1/(1-t/L)$. Flatness therefore does not show that the step is right.

More vacuum helps slowly. The relative error of $m_{\rm per}$ is $t/(L-t)$, so an error of 1% needs $L=101\,t$, about 200 nm for the slab below. For a uniform insulating slab of thickness $d$ and relative permittivity $\kappa$, the polarization is $\epsilon_0(1-1/\kappa)E$, and $t=(1-1/\kappa)d$. The error is then smaller, and it vanishes for a rigid charge distribution.

## Worked example: an aluminium-like and a sodium-like layer

The left layer has density parameter $r_s=2.07$ bohr (the radius of a sphere holding one electron), or 181.6 electrons per nm³. The right layer has 3.93 bohr, or 26.5 per nm³. They are four spacings of 0.234 nm and three of 0.304 nm thick, so the slab measures $4(0.234)+3(0.304)=1.848$ nm. The cell is 3.84 nm long, which leaves 1.992 nm of vacuum. The grid spacing is 0.016 nm, and the background edges follow error functions of width 0.030 nm. Exchange and correlation are treated in the local density approximation with Wigner correlation.

With damping 0.8, each change of $V$ capped at 0.2 hartree, and $X$ reused in some passes, the corrected loop converges in 16 passes, with eight occupied subbands. The dipole is $m_0=0.04421\ e/\mathrm{nm}=7.083\times10^{-12}$ C/m, so

$$\frac{m_0}{\epsilon_0}=\frac{7.083\times10^{-12}}{8.854\times10^{-12}}\ \mathrm V=0.800\ \mathrm V .$$

The vacuum levels lie 3.777 eV (left) and 2.977 eV (right) above the Fermi level, and their difference is 0.800 eV. Each level varies by less than $10^{-4}$ meV over the 0.192 nm used to read it.

A second self-consistent calculation on the same grid used the isolated-slab kernel $-|z-z'|/(2\epsilon_0)$ and no sawtooth. It gives the same step and the same work functions to 0.1 meV. Lengthening the corrected cell to 4.48 nm also leaves the step at 0.800 eV, and so does a finer grid of 0.011 nm. The numbers do depend on the chosen edge width: halving it to 0.015 nm gives work functions of 3.84 and 3.01 eV and raises the step by about 0.03 eV.

Without the correction the dipole rises to 0.09235 $e$/nm, which corresponds to 1.671 V. Equation (3) predicts a vacuum field of $1.671/3.84=0.435$ V/nm, and the slope of the computed potential agrees. A sawtooth added afterwards would report 1.67 V instead of 0.80 V.

Equation (11) can be tested with a $t$ found independently. Applying 0.257 V/nm to the corrected slab gives $t=2.002$ nm. The predicted factors are $3.84/(3.84-2.002)=2.089$ and $4.48/(4.48-2.002)=1.808$, hence dipoles of 0.0924 and 0.0799 $e$/nm. The uncorrected loops give 0.09235 and 0.07992 $e$/nm. The value of $t$ exceeds the background thickness by 0.154 nm, so for a fully screened interior the induced charges lie outside the background edges by 0.077 nm per face on average. In a slab this thin the screening is complete only to about 1%, and the centroids give an average between 0.065 and 0.082 nm, depending on where the slab is divided.

## Reading the numbers against real metals

The densities and spacings are roughly those of aluminium and sodium. Measured work functions of the clean metals are roughly 4.2 eV and 2.5 eV, so thick real films would differ by very roughly 1.7 eV, about twice the model's step. The electrostatic relation is not at fault. It holds for any neutral charge density, so the discrepancy lies in the density that the model produces. Replacing the uniform background by planes of Gaussian ion charge, with widths of 0.06 and 0.09 nm, changes the work functions to 3.57 and 3.01 eV and the step to 0.56 eV. This moves the step away from the measured difference, so these planes are a measure of sensitivity and not an improved prediction. Symmetric slabs of each jellium, with the same total thickness, give 3.83 and 3.08 eV, which differ from the bilayer values by up to 0.1 eV. Finite thickness alone produces changes of this size. Between 0.9 and 3.7 nm the symmetric slabs take values from 3.77 to 3.89 eV and from 3.02 to 3.14 eV. Bilayers 1.5 and 2 times as thick have steps of 0.71 and 0.73 eV, so the step of 0.80 eV belongs to this thickness. Real contacts also break the assumption of a uniform clean face. If half of one face has a work function 0.2 eV higher, the level far beyond the patches moves by the area average, 0.1 eV.

Tunnelling across the vacuum is negligible. A flat barrier of the smaller work function over the whole vacuum gives a factor of $5\times10^{-16}$, and a WKB estimate with the self-consistent barrier at the Fermi level gives about $2\times10^{-13}$. Temperature acts in two ways. At fixed densities, thermal filling of the subbands at 300 K changes the step by only about 1 meV. Thermal expansion matters more. Stretching the aluminium-like layer by 0.4% and the sodium-like layer by 1.5% in every direction, roughly the expansion of the two metals between 0 and 300 K, raises the step by about 0.02 eV. Exchange and correlation matter more. Replacing the Wigner correlation by the Perdew–Zunger form raises the step by about 0.06 eV. Both are local approximations and lack the image potential, whose size at the cell boundary is about 0.36 eV. The image potential is not part of the electrostatic potential that defines the levels, but near the surface it changes the electron density and hence the dipole. That effect is not included here and need not be small.

## Failure modes

**Charge at the cut.** If charge $q$ per area lies on the wrong side of the cell boundary, its coordinate is wrong by $L$ and the step by $qL/\epsilon_0$. Here the electron density at the boundary is at most $1.5\times10^{-8}\ \mathrm{nm^{-3}}$. At that density a layer 0.1 nm thick would hold $1.5\times10^{-9}\ e/\mathrm{nm^2}$ and shift the step by about $10^{-7}$ V. That density belongs to wave functions that wrap around the cell. Without periodic images the tails reach $3.7\times10^{-8}\ \mathrm{nm^{-3}}$ at the same points, and the whole charge beyond either end still shifts the step by only about $10^{-7}$ V. A slab that straddles the boundary must first be shifted.

**Net charge.** With charge $Q$ per area, the outside fields on the two sides differ by $Q/\epsilon_0$. They cannot both vanish, $m$ depends on the origin, and (4) does not apply.

**Levels read from the total potential.** The local exchange-correlation potential falls as $n^{1/3}$, more slowly than the density. At the cell ends it is still $-5.8$ and $-6.8$ meV. If the levels were read at these two points, those amounts would enter the work functions, and their difference, 1 meV, would enter the step. For the tails of a slab without periodic images, the values at the same points are $-6.8$ and $-9.3$ meV. An average that reaches further towards the slab, where the density is higher, has a larger error.

**Strong applied field.** A field $E$ lowers the electron's energy by $eEd$ at distance $d$ from one face. If this exceeds the work function of that face, the potential energy at the cell boundary lies below the Fermi level, and electrons collect there once the well holds a state below that level. In the applied-field run the field points to the right and lowers the electron's energy on the left. There $eEd=0.257\times0.996=0.26$ eV, well below the work function of 3.78 eV.

The complete numerical output follows.

## Computed results

```
Density parameter rs, left / right: 2.07 / 3.93 bohr
Electron density, left / right: 181.6 / 26.5 nm^-3
Plane spacing, left / right: 0.234 / 0.304 nm
Number of planes, left / right: 4 / 3
Slab thickness: 1.848 nm
Cell length, short / long: 3.84 / 4.48 nm
Vacuum thickness in short cell: 1.992 nm
Grid spacing: 0.016 nm; points: 240 / 280
Background edge width (erf): 0.030 nm
Vacuum-level averaging window: 0.192 nm
Frozen sheets: relative potential error: 6.2e-16
Frozen sheets: periodic/isolated energy ratio: 0.7433
Frozen sheets: ratio after energy term: 1.00000000
Corrected loop: iterations: 16
Corrected loop: occupied subbands: 8
Corrected dipole per area: 0.04421 e/nm
Corrected dipole per area: 7.0832e-12 C/m
Dipole per area / eps0: 0.8000 V
Vacuum-level step read from potential: 0.8000 eV
Left vacuum level above Fermi level: 3.7769 eV
Right vacuum level above Fermi level: 2.9769 eV
Largest vacuum ripple: 0.0000 meV
Open-boundary step: 0.8000 eV
Open-boundary work functions: 3.7769 / 2.9769 eV
Long-cell corrected step: 0.8000 eV
Uncorrected dipole, short cell: 0.09235 e/nm
Uncorrected dipole, long cell: 0.07992 e/nm
Uncorrected vacuum field, measured: 0.4352 V/nm
Uncorrected vacuum field, m/(eps0 L): 0.4352 V/nm
Step if corrected only afterwards: 1.6710 V
Dipole enhancement, short cell: 2.0888
Electrical thickness, short / long cell: 2.0016 / 2.0018 nm
Applied field in response test: 0.2571 V/nm
Electrical thickness from applied field: 2.0020 nm
Ion-plane core widths: 0.06 / 0.09 nm
Ion-plane work functions: 3.573 / 3.014 eV
Ion-plane step / dipole law: 0.5595 eV / 0.5595 V
Symmetric-slab work functions: 3.834 / 3.077 eV
Lateral row spacing: 0.35 nm; decay rate: 17.952 nm^-1
Lateral decay factor at cell boundary: 1.7e-08
Vacuum tunnelling factor: 5.1e-16
Thermal Fermi-level shift at 300 K: 0.1694 meV
Missing image energy scale at boundary: 0.361 eV
Local xc potential at cell ends: -5.83 / -6.81 meV
Electron density at cell ends: 9.2e-09 / 1.5e-08 nm^-3
```
